# Void Nucleation Time Under an Arbitrary Current Waveform: A First-Crossing Algorithm

## The decision and the scheme

A metal line is to carry a current with pauses, reversals and strong pulses. Before the schedule is accepted, one must decide whether it nucleates a void within the planned time, and whether the waveform may be replaced by its mean. Both answers depend on the first time at which the tension at a blocked line end reaches a critical value. A later crossing, found because an earlier pulse was stepped over, gives an unsafe answer.

For a current that is constant on each of \(N\) segments, the scheme is:

```text
input: times t[0]=0 < t[1] < ... < t[N]
       wind forces G[1..N], stress diffusivity kappa
       threshold d = critical stress - initial stress, d > 0

stress(t):
    sum = 0;  previous = 0
    for k = 1..N:
        if t[k-1] >= t: break
        sum += (G[k] - previous) * sqrt(t - t[k-1])
        previous = G[k]
    return 2 * sqrt(kappa/pi) * sum

for k = 1..N:
    if stress(t[k]) >= d:
        return root of stress(t) = d in [t[k-1], t[k]],
               found by a bracketing method
return "no nucleation by t[N]"
```

Only segment ends are tested. This suffices for a semi-infinite line with constant \(\kappa\), as proved below. A smooth current needs the staircase bounds given after the proof.

## Stress equation and kernel

Let the blocked end be at \(x=0\), with the line in \(x>0\). Tension is positive. Current density \(j\) is positive when electrons flow towards \(+x\), so that the electron wind pushes atoms away from the blocked end. With \(Z^*\) denoting the magnitude of the effective charge number, the force on an atom is \(F=eZ^*\rho j\), where \(\rho\) is the resistivity.

Atoms also drift towards higher tension. With atomic volume \(\Omega\), concentration \(1/\Omega\) and effective diffusivity \(D\), the atomic flux is

\[
J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).
\]

Where more atoms leave than arrive, tension grows. If \(B\) is the effective modulus of the confined line, a fractional loss of atoms \(\delta\) raises the stress by \(B\delta\). Atom conservation then gives

\[
\frac{1}{\Omega B}\frac{\partial\sigma}{\partial t}=\frac{\partial J}{\partial x}.
\]

Multiplication by \(\Omega B\) and insertion of \(J\) yield

\[
\frac{\partial\sigma}{\partial t}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad
\kappa=\frac{DB\Omega}{k_BT},\quad G=\frac{eZ^*\rho j}{\Omega}.
\]

The blocked end has \(J=0\), hence \(\partial\sigma/\partial x=-G(t)\) there.

Assume that \(\kappa\) is constant, that \(G\) is uniform along the line, and that the initial stress \(\sigma_T\) is uniform. The increment \(u=\sigma-\sigma_T\) starts from zero and obeys \(\partial_tu=\kappa\,\partial_x^2u\). Its Laplace transform, with variable \(p\), obeys \(\hat u''=(p/\kappa)\hat u\). The solution that decays into the line is \(\hat u=A e^{-x\sqrt{p/\kappa}}\). The end condition \(-A\sqrt{p/\kappa}=-\hat G\) gives \(A=\hat G\sqrt{\kappa/p}\).

The inverse transform of \(p^{-1/2}\) is \(1/\sqrt{\pi t}\), because the substitution \(t=y^2\) gives

\[
\int_0^\infty \frac{e^{-pt}}{\sqrt{\pi t}}\,dt
=\frac{2}{\sqrt\pi}\int_0^\infty e^{-py^2}dy=\frac1{\sqrt p}.
\]

The end stress \(s(t)=u(0,t)\) is therefore

\[
s(t)=\sqrt{\frac{\kappa}{\pi}}\int_0^t\frac{G(t')}{\sqrt{t-t'}}\,dt'.
\]

Nucleation is defined here as the first time \(s=\Delta\sigma\equiv\sigma_c-\sigma_T>0\). Recent current weighs more than old current, but its memory fades slowly.

For constant \(G>0\) the integral is \(2G\sqrt t\), so

\[
s=2G\sqrt{\frac{\kappa t}{\pi}},\qquad
t_{\rm dc}=\frac{\pi\,\Delta\sigma^2}{4\kappa G^2}.
\]

A staircase is a sum of steps \(\Delta G_k\) switched on at \(t_k\). By linearity,

\[
s(t)=2\sqrt{\frac{\kappa}{\pi}}\sum_{t_k<t}\Delta G_k\sqrt{t-t_k},
\]

with no time-discretization error.

## Why segment ends suffice

The stress can have a maximum inside a segment of constant current, as old stress relaxes while a weak new current acts. What must be excluded is an interior maximum that is also a record, meaning a positive value not exceeded earlier.

First invert the convolution. Integrate \(s(\tau)/\sqrt{t-\tau}\) over \(\tau\) and exchange the order of integration. The inner integral is

\[
\int_{t'}^t\frac{d\tau}{\sqrt{(t-\tau)(\tau-t')}}=\int_0^{\pi/2}2\,d\theta=\pi,
\qquad \tau=t'+(t-t')\sin^2\theta .
\]

Hence

\[
\int_0^t\frac{s(t')}{\sqrt{t-t'}}dt'=\sqrt{\pi\kappa}\int_0^tG(t')\,dt'.
\]

Let \(M=s(t_*)>0\) be a record at a time inside a segment, where \(s\) is smooth. Set \(w(t')=M-s(t')\), which is non-negative for \(t'\le t_*\). The left side becomes \(2M\sqrt t-F_w(t)\), with \(F_w(t)=\int_0^t w(t')(t-t')^{-1/2}dt'\).

To differentiate \(F_w\) safely, split it at the fixed time \(c=t_*-\varepsilon\). The part before \(c\) can be differentiated under the integral. The recent part is \(R(t)=\int_0^{t-c}w(t-v)v^{-1/2}dv\), with

\[
R'(t)=\frac{w(c)}{\sqrt{t-c}}+\int_0^{t-c}\frac{w'(t-v)}{\sqrt v}\,dv .
\]

Since \(w(c)=O(\varepsilon)\), both terms at \(t_*\) are \(O(\sqrt\varepsilon)\) and vanish as \(\varepsilon\to0\). Thus

\[
\sqrt{\pi\kappa}\,G(t_*)=\frac{M}{\sqrt{t_*}}
+\frac12\int_0^{t_*}\frac{w(t')}{(t_*-t')^{3/2}}dt'
\ \ge\ \frac{M}{\sqrt{t_*}} .
\]

Nucleation at time \(t\) thus needs an instantaneous wind force of at least \(\Delta\sigma/\sqrt{\pi\kappa t}\). At this end, with \(\kappa\) and the initial stress fixed, it cannot start in a pause or under reversed current; the far end, and thermal stress from cooling during a pause, lie outside this statement. For steady current the bound is \(2/\pi\) of the actual force.

Now suppose the record is also stationary, \(s'(t_*)=0\). Then \(w(c)=O(\varepsilon^2)\) and \(w'(c)=O(\varepsilon)\). A second derivative of the recent part gives

\[
R''(t_*)=-\frac{w(c)}{2\varepsilon^{3/2}}+\frac{w'(c)}{\sqrt\varepsilon}
+\int_0^\varepsilon\frac{w''(t_*-v)}{\sqrt v}dv=O(\sqrt\varepsilon).
\]

The old part contributes the factor \((-\tfrac12)(-\tfrac32)=\tfrac34\), so

\[
\sqrt{\pi\kappa}\,G'(t_*)=-\frac{M}{2t_*^{3/2}}
-\frac34\int_0^{t_*}\frac{w(t')}{(t_*-t')^{5/2}}dt'<0 .
\]

In a constant segment \(G'=0\), a contradiction. A stationary record cannot occur there.

Let \(t_1\) be the first crossing, inside a segment ending at \(b\). Earlier values are lower, so \(s'(t_1)\ge0\), and equality is excluded. If \(s'\) vanished again before \(b\), the first such point would be higher than all earlier values and would be a stationary record, also excluded. The stress therefore rises from \(t_1\) to \(b\), and \(s(b)>\Delta\sigma\). A segment containing the first crossing is thus detected at its end, and its root is unique. If the crossing falls at \(b\) itself, the end test finds it directly.

In a test on 1500 random staircases of eight segments each, densely sampled, 673 interior maxima occurred and none was a record. The scheme agreed with the dense scan in all 1419 crossings compared.

## Smooth currents: bounds from two staircases

The end rule must not be applied to a falling ramp treated as one segment. Take \(\kappa=1\) and \(G=1-t\) in dimensionless units. With \(v=t-t'\),

\[
\int_0^t\frac{t'}{\sqrt{t-t'}}dt'=\int_0^t\frac{t-v}{\sqrt v}dv
=2t^{3/2}-\frac23t^{3/2}=\frac43t^{3/2},
\]

so \(s=\pi^{-1/2}(2\sqrt t-\tfrac43t^{3/2})\). The condition \(s'=0\) reads \(t^{-1/2}=2t^{1/2}\), or \(t=1/2\). The peak is 0.532, while the value at \(t=1\) is 0.376. An end test with threshold 0.45 would miss the crossing. Quadrature of the two record identities at this peak returns \(G=0.50000\) and \(G'=-1.00000\), as it should.

The cure uses the positive kernel. If \(G_{\rm low}\le G\le G_{\rm high}\) at all times, the three end stresses have the same order, and the first crossings obey

\[
t(G_{\rm high})\le t(G)\le t(G_{\rm low}).
\]

Suppose \(|dj/dt|\le S\) and the cells have width \(h\). Within a cell, \(j\) differs from its midpoint value by at most \(Sh/2\). Adding and subtracting this margin gives the two staircases, to which the end rule applies:

```text
for each cell: m = j(midpoint)
               high = m + S*h/2;  low = m - S*h/2
early = first crossing for high
late  = first crossing for low
if early is "none": no nucleation within the horizon
else if late - early is too large, or late is "none": reduce h
```

A margin \(\delta G\) shifts the stress by \(2\delta G\sqrt{\kappa t/\pi}\). At a crossing with slope \(s'>0\), the time shift is, to leading order, this stress divided by \(s'\). The bracket then narrows in proportion to \(h\). Near a tangency, or near a peak that almost reaches the threshold, it can stay wide until \(h\) is small. If a peak exactly touches the threshold, the low staircase can miss it for every \(h\), and the bracket then never closes. Refinement should therefore stop at a chosen smallest \(h\), with both bounds reported.

## Cost and numerical stability

Testing end \(k\) takes \(k\) square roots, so a full search takes \(N(N+1)/2\), plus \(N\) at most for each iteration of the root finder. Storage is proportional to \(N\). The minimum-force condition saves work: a segment ending at \(b\) can be skipped if \(G<\Delta\sigma/\sqrt{\pi\kappa b}\), because the required force was still larger earlier in the segment.

There is no time-stepping instability, since each stress is computed afresh from the current history. Rounding can matter when many large jumps cancel. Collecting the two square roots that multiply each level gives an equivalent sum over segments,

\[
s=2\sqrt{\frac\kappa\pi}\sum_k G_k
\frac{b_k-a_k}{\sqrt{t-a_k}+\sqrt{t-b_k}},
\]

where \(a_k\) is the start of segment \(k\) and \(b_k\) is its end or \(t\), whichever is earlier. This follows from \(\sqrt A-\sqrt B=(A-B)/(\sqrt A+\sqrt B)\). It removes the subtraction of nearly equal roots, and for a current of one sign all terms have that sign.

The root finder should keep its bracket. At a current jump the slope \(s'\) is infinite, so an unguarded Newton step near a segment start is unreliable.

## A copper line in an accelerated test

The parameters are rough values for a narrow copper line: \(T=573.15\) K, activation energy 0.90 eV, diffusivity prefactor \(10^{-8}\) m²/s, \(B=28\) GPa, \(\Omega=1.18\times10^{-29}\) m³, \(Z^*=1\) and \(\rho=4\times10^{-8}\) Ω m. The initial stress is set to zero and the critical stress to 160 MPa. These give

\[
\kappa=18.33\ \mu{\rm m^2/h},\qquad
\frac Gj=5.431\ \frac{\rm MPa/\mu m}{\rm MA/cm^2}.
\]

The step response per MA/cm² is \(2(5.431)\sqrt{18.33/\pi}=26.24\) MPa/h\(^{1/2}\). The schedule and end stresses are:

| Segment (h) | \(j\) (MA/cm²) | End stress (MPa) |
|---|---:|---:|
| 0–4 | 2 | 105.0 |
| 4–6 | 0 | 54.3 |
| 6–7 | −1 | 21.7 |
| 7–9 | 3 | 143.1 |
| 9–10 | 0 | 88.0 |
| 10–18 | 2 | 195.8 |

For instance, the stress at 9 h is

\[
26.24\left(2\sqrt9-2\sqrt5-\sqrt3+4\sqrt2\right)=143.1\ {\rm MPa}.
\]

The last segment is the first whose end exceeds 160 MPa. Its root is 13.71 h, or \(4.93\times10^4\) s. The jump contributions there, in MPa, are

\[
194.27-163.49-72.84+271.78-170.76+101.02=159.98,
\]

which is 160 within the rounding of the terms. The minimum current for nucleation at this time is 1.05 MA/cm², below the 2 MA/cm² that flows.

As a test, the stress equation was solved by finite volumes on a 120 µm line. Nucleation came at 13.707 h, against 13.706 h from the sum. The end stresses, compared once an hour at the half hours, differed by at most 0.07 MPa.

The mean current up to nucleation is 1.489 MA/cm². Applied steadily for the same time, it would give 144.7 MPa, short of the threshold. The order of the pulses matters as well as the transported charge.

The nucleation time is also discontinuous in the threshold. A threshold 0.01% below the 9 h peak is reached at 8.999 h; one 0.01% above it is reached at 12.119 h. Near such a peak, a single time with a small error bar misrepresents the prediction, and both crossings should be reported.

For the smooth current \(j=1.5+\sin(2\pi t/6\,{\rm h})\) MA/cm², direct convolution gives 13.3267 h. Cells of 0.1 h bracket it between 13.135 and 13.546 h, and cells of 0.004 h between 13.319 and 13.335 h. The width falls from 0.411 to 0.016 h, close to the factor of 25 in \(h\). The midpoint staircase is much closer, with 13.3264 h already at 0.1 h, but it is an estimate and not a bound.

## When the mean current is enough

Write a periodic wind force as its mean plus a zero-mean part \(g\), with \(|g|\le g_m\) and period \(P\). For \(t\ge P\), the last period contributes at most \(2g_m\sqrt P\) to the integral of \(g/\sqrt{t-t'}\). For the older part, let \(H(t)=\int_0^tg\,dt'\), which obeys \(|H|\le g_mP\). Integration by parts gives

\[
\int_0^{t-P}\frac{g(t')\,dt'}{\sqrt{t-t'}}
=\frac{H(t-P)}{\sqrt P}-\frac12\int_0^{t-P}\frac{H(t')\,dt'}{(t-t')^{3/2}} .
\]

Each term is at most \(g_m\sqrt P\) in magnitude. The ripple in stress is therefore at most \(4g_m\sqrt{\kappa P/\pi}\), and it vanishes as \(P\to0\) at fixed \(g_m\).

A steady 2 MA/cm² nucleates at 9.30 h. Pulses that alternate equally between 4 and 0 MA/cm², starting with the high level, have the same mean. With periods of 4, 0.4 and 0.04 h they nucleate at 5.05, 7.38 and 8.66 h, which is 45.7%, 20.6% and 6.9% earlier than the steady current. At these crossings the mean part supplies \(52.48\sqrt t=117.9\), 142.6 and 154.4 MPa, leaving a ripple of 42.1, 17.4 and 5.6 MPa. The last two ripples have a ratio of 3.1, near \(\sqrt{10}\). Even a period of 2.4 minutes has not made the mean-current result accurate to 5%. The convergence to the mean holds at fixed \(\kappa\) and for the fully reversible transport of this model. Joule heating follows the mean of \(j^2\), which for these pulses is twice that of the steady current whatever the period, so the temperature must be set from the root-mean-square current.

## Failure modes and their size

**Finite length.** If both ends are blocked, the far end sends a signal of opposite sign, and reflections follow. The kernel becomes

\[
\sqrt{\frac{\kappa}{\pi t}}\left[1+2\sum_{m=1}^{\infty}(-1)^m
e^{-m^2L^2/(4\kappa t)}\right].
\]

Even \(m\) are images of the near end and odd \(m\) those of the far end. For a 50 µm line the same schedule gives 14.10 h, 2.9% later. The end rule was proved for the semi-infinite line, so this crossing was also tested against a grid solution of the 50 µm line, with agreement within 0.06 h.

Under steady current the flux finally vanishes. Conservation of atoms makes the mean increment zero, so the final profile is \(G(L/2-x)\). Its cosine series gives the end stress

\[
s(t)=\frac{GL}{2}-\sum_{n\ \rm odd}\frac{4GL}{n^2\pi^2}e^{-n^2\pi^2\kappa t/L^2},
\]

which rises towards \(GL/2\) without reaching it. Nucleation is then impossible for \(L\le2\Delta\sigma/G\), which is 29.5 µm at 2 MA/cm².

**Stress-dependent diffusivity.** Tension eases diffusion. With the model factor \(e^{\Omega u/k_BT}\), \(D\) is 27% larger at the threshold. The nonlinear equation, solved on the grid, gives 13.33 h, 2.8% earlier, and raises the 9 h peak from 143.1 to 146.5 MPa. A threshold between these two peaks would be crossed in different pulses by the two models. Superposition fails for this nonlinear equation, so the proof of the end rule does not apply.

**Joule heating.** Treat a 100 nm by 200 nm line as a cylinder of equal area, 1 µm from a heat sink, in a medium conducting 1 W/(m K). At 3 MA/cm² it warms by 0.37 K, which raises \(\kappa\) by 1.1%. Neighbouring powered lines or a poorer conductor would increase this.

**The other end.** Reversed current builds tension at the far end. For a long line that end must be searched separately, with \(-G\) in place of \(G\). The model stops at the first nucleation, because a void changes the boundary condition.

**The real line.** A temperature near 300 °C and a few MA/cm² are in the usual range of accelerated copper tests. The critical stress is much less certain, since it depends on interface adhesion and existing flaws. Real lines break the assumption of one known threshold: halving \(\Delta\sigma\) to 80 MPa cuts the steady time by four, from 9.3 to 2.3 h. The activation energy matters similarly. With \(k_BT=0.0494\) eV, an error of 0.05 eV changes \(\kappa\), and hence the steady time, by a factor of 2.8. These uncertainties far exceed the few-percent corrections found above for a line of 50 µm or longer. The length correction grows quickly for shorter lines: the same schedule nucleates about 11% later at 40 µm, about 22% later at 35 µm, and not at all within 18 h at 32 µm.

At 378.15 K, with resistivity, threshold and zero initial stress held fixed, \(\kappa\) is smaller by a factor of about 7900. The steady 2 MA/cm² time becomes roughly 8 years. This is a scale and not a lifetime: the resistivity of copper is roughly a third lower at this temperature, which alone would about double the time since it scales as \(1/\rho^2\); thermal tension on cooling would reduce \(\Delta\sigma\), and the time to grow a void to failure is not included. The numerical output lists the remaining digits.

## Table of computed values

```
Ramp G=1-t: record at t=0.5000, s=0.5319, end s=0.3761 (kappa=1)
Ramp: G and dG/dt from record identities: 0.50000, -1.00000
Random staircases: 1419 crossings checked, 673 interior maxima, none a record
Temperature 573.15 K; activation energy 0.9 eV; D0 1.0e-08 m^2/s
Modulus 28 GPa; atomic volume 1.180e-29 m^3; Z* magnitude 1.0
Resistivity 4.0e-08 ohm m; threshold 160 MPa
Stress diffusivity kappa: 18.331 um^2/h
G per MA/cm^2: 5.4311 MPa/um
Step response per MA/cm^2: 26.238 MPa/sqrt(h)
Segment 0-4 h, j=+2 MA/cm^2: end stress 104.95 MPa
Segment 4-6 h, j=+0 MA/cm^2: end stress 54.33 MPa
Segment 6-7 h, j=-1 MA/cm^2: end stress 21.71 MPa
Segment 7-9 h, j=+3 MA/cm^2: end stress 143.07 MPa
Segment 9-10 h, j=+0 MA/cm^2: end stress 88.00 MPa
Segment 10-18 h, j=+2 MA/cm^2: end stress 195.77 MPa
Nucleation time: 13.7058 h = 49341 s
  jump at 0 h of +2 MA/cm^2 contributes +194.27 MPa
  jump at 4 h of -2 MA/cm^2 contributes -163.49 MPa
  jump at 6 h of -1 MA/cm^2 contributes -72.84 MPa
  jump at 7 h of +4 MA/cm^2 contributes +271.78 MPa
  jump at 9 h of -3 MA/cm^2 contributes -170.76 MPa
  jump at 10 h of +2 MA/cm^2 contributes +101.02 MPa
Stress equation solved on grid: nucleation 13.7070 h, largest stress difference 0.066 MPa
Minimum current for nucleation at that time: 1.049 MA/cm^2
Mean current to nucleation: 1.489 MA/cm^2; as steady current gives 144.66 MPa
Threshold 0.01% below/above the 9 h peak: 8.999 / 12.119 h
Steady 2 MA/cm^2: nucleation 9.296 h
Smooth j = 1.5+1.0 sin(2 pi t/6 h) MA/cm^2: nucleation 13.32672 h
  cell 0.1 h: early 13.13484, midpoint 13.32636, late 13.54582 h
  cell 0.02 h: early 13.28681, midpoint 13.32668, late 13.36761 h
  cell 0.004 h: early 13.31867, midpoint 13.32672, late 13.33482 h
Pulses 4/0 MA/cm^2, period 4.0 h: 5.0477 h, differs from steady by 45.70 %
Pulses 4/0 MA/cm^2, period 0.4 h: 7.3812 h, differs from steady by 20.60 %
Pulses 4/0 MA/cm^2, period 0.04 h: 8.6593 h, differs from steady by 6.85 %
Line of 50 um, both ends blocked: nucleation 14.1008 h
Length below which steady 2 MA/cm^2 never nucleates: 29.46 um
Diffusivity factor exp(Omega s/kT) at threshold: 1.269
With stress-dependent diffusivity: nucleation 13.328 h, 9 h peak 146.52 MPa
Heating model: line 100 x 200 nm, depth 1 um, 1 W/(m K)
Joule heating at 3 MA/cm^2: 0.369 K, raises kappa by 1.11 %
At 378.15 K kappa is smaller by a factor 7949; steady 2 MA/cm^2: 8.43 years
```
